\section*{Magnon Spin Diffusion Between Two Contacts: From Inverse-Distance to Exponential Decay}

\section{A relaxation length that comes out five times too short}

A strip of magnetic insulator carries a metal contact at each end. One injects magnons, the other detects them. Strips of different lengths, and so of different contact separations $d$, are compared to find the magnon relaxation length $\lambda$. For the strips computed below, the detected spin current density is $249.1$ A/m$^2$ at $d=1$ µm and $152.3$ A/m$^2$ at $2$ µm. If the decay is taken to be $e^{-d/\lambda}$, these values give
\[
\lambda_{\rm app}=\frac{1\ \text{µm}}{\ln(249.1/152.3)}=2.0\ \text{µm},
\]
although the strips were given $\lambda=10$ µm. With the same weak contacts on a film extending far beyond them, the currents are $17.74$ and $16.05$ A/m$^2$, and the same formula returns $10$ µm. The decay law thus depends on where the magnet ends as well as on the contacts. Weak absorption alone does not produce an inverse-distance law.

\section{Simplest case: a short magnet with weak contacts}

Let $\mu$ be the magnon chemical potential divided by the elementary charge, in volts. Spin current densities are in charge units: the angular-momentum current density times $2e/\hbar$. In linear response, at uniform temperature,
\begin{equation}
j=-\sigma\frac{d\mu}{dx},
\end{equation}
with $\sigma$ the magnon spin conductivity. If the excess spin density is $\chi\mu$ and relaxes in a time $\tau$, continuity reads $\chi\,\partial_t\mu=-\partial_xj-\chi\mu/\tau$. In the steady state
\begin{equation}
\frac{dj}{dx}=-\frac{\sigma}{\lambda^2}\,\mu,\qquad \lambda^2=\frac{\sigma\tau}{\chi}.
\label{loss}
\end{equation}
A length $d$ at uniform potential therefore loses $\sigma d\mu/\lambda^2$ per unit cross-section.

The contacts sit at the two ends, $x=0$ and $x=d$. The injector metal is held at spin accumulation $\mu_s$, the detector metal at zero. An interface with conductance $g_s$ per contact area passes $g_s(\mu_s-\mu)$. For contact width $w$ and film thickness $t$, the conductance referred to the film cross-section is $g=g_sw/t$, because the same total current crosses both areas.

Suppose $\mu$ is nearly flat. What enters must be detected or relax:
\[
g(\mu_s-\mu)=g\mu+\frac{\sigma d}{\lambda^2}\mu .
\]
Solving for $\mu$ and multiplying by $g$ gives the detected current density
\begin{equation}
j_d=\frac{g^2\mu_s}{2g+\sigma d/\lambda^2}
=\frac{g^2\mu_s\lambda^2}{\sigma\,(d+2g\lambda^2/\sigma)} .
\label{flat}
\end{equation}
This is an inverse-distance law, but its cause is not a gradient. At a given potential a longer magnet loses more spin, so the same weak injection sustains a lower potential.

Is the potential flat? The current entering the bar is $(g+\sigma d/\lambda^2)\mu$. Even if it flowed undiminished over the whole length, the relative drop would be
\[
\frac{\delta\mu}{\mu}=\frac d\sigma\left(g+\frac{\sigma d}{\lambda^2}\right)
=\frac{g}{G}\frac d\lambda+\frac{d^2}{\lambda^2},\qquad G=\frac\sigma\lambda .
\]
This is small for $g\ll G$ and $d\ll\lambda$. A contact is weak when $g$ is small compared with $G$, the conductance of one relaxation length of magnet.

\section{Any separation, any contact, any overhang}

Now let the film continue a distance $L$ beyond each contact and end at a reflecting edge. The contacts are narrow compared with both $\lambda$ and $d$, and $\mu$ is uniform through the thickness. Inserting $j=-\sigma\mu'$ in (\ref{loss}) gives
\begin{equation}
\mu''=\mu/\lambda^2 .
\end{equation}

In the left overhang, the solution with $\mu'(-L)=0$ is $\mu=\mu_0\cosh[(x+L)/\lambda]/\cosh(L/\lambda)$. The current leaving the contact to the left is $+\sigma\mu'(0)=G\tanh(L/\lambda)\,\mu_0$. The overhang thus acts as a drain of conductance $G\tanh(L/\lambda)$, and the right one does the same at the detector.

Between the contacts, with end values $\mu_0$ and $\mu_d$,
\[
\mu(x)=\frac{\mu_0\sinh[(d-x)/\lambda]+\mu_d\sinh(x/\lambda)}{\sinh(d/\lambda)} .
\]
Write $u=d/\lambda$. Differentiation gives the currents in the $+x$ direction at the two ends:
\begin{align}
j(0)&=G\left(\mu_0\coth u-\frac{\mu_d}{\sinh u}\right),\\
j(d)&=G\left(\frac{\mu_0}{\sinh u}-\mu_d\coth u\right).
\end{align}

The balances at injector and detector are
\begin{align}
g(\mu_s-\mu_0)&=G\tanh(L/\lambda)\,\mu_0+j(0),\\
j(d)&=\left[g+G\tanh(L/\lambda)\right]\mu_d .
\end{align}
Divide both by $G$ and define the load ratio
\begin{equation}
a=\frac gG+\tanh\frac L\lambda .
\end{equation}
The detector balance, multiplied by $\sinh u$, becomes
\begin{equation}
\mu_0=(\cosh u+a\sinh u)\,\mu_d .
\label{ratio}
\end{equation}
The injector balance, multiplied by $\sinh u$, becomes
\[
(a\sinh u+\cosh u)\,\mu_0-\mu_d=\frac gG\,\mu_s\sinh u .
\]
Insert (\ref{ratio}). The factor multiplying $\mu_d$ on the left is
\begin{align*}
(a\sinh u+\cosh u)^2-1
&=a^2\sinh^2u+2a\sinh u\cosh u+\sinh^2u\\
&=\sinh u\,\left[(1+a^2)\sinh u+2a\cosh u\right],
\end{align*}
where $\cosh^2u-1=\sinh^2u$ was used. One factor $\sinh u$ cancels. Since the detected current density is $j_d=g\mu_d$,
\begin{equation}
j_d=\frac{g^2\mu_s/G}{(1+a^2)\sinh(d/\lambda)+2a\cosh(d/\lambda)} .
\label{main}
\end{equation}

First limit: for $L=0$, $g\ll G$ and $d\ll\lambda$, the denominator tends to $d/\lambda+2g/G$, and (\ref{main}) returns (\ref{flat}).

A direct finite-volume solution of the diffusion problem tests the general case. It was run for $g/G=0.001,\,0.3,\,1,\,50$, for $L/\lambda=0,\,0.2,\,12$ and for $d/\lambda=0.1,\,1,\,4$. In all 36 combinations it agrees with (\ref{main}) and (\ref{ratio}) within a relative difference of $2\times10^{-4}$.

\section{One shifted distance contains both laws}

The two terms in the denominator combine. For $a<1$ define $\ell$ by $\tanh(\ell/\lambda)=a$. The double-argument formulas give
\[
\sinh\frac{2\ell}\lambda=\frac{2a}{1-a^2},\qquad
\cosh\frac{2\ell}\lambda=\frac{1+a^2}{1-a^2},
\]
so the denominator is $(1-a^2)\left[\sinh u\cosh(2\ell/\lambda)+\cosh u\sinh(2\ell/\lambda)\right]$. The addition theorem turns this into
\begin{equation}
j_d=\frac{g^2\mu_s}{G\,(1-a^2)}\,\frac{1}{\sinh s},\qquad s=\frac{d+2\ell}{\lambda}.
\label{shift}
\end{equation}
For $a>1$ set $\tanh(\ell/\lambda)=1/a$. The same algebra gives (\ref{shift}) with $a^2-1$ in place of $1-a^2$. For $a=1$ the denominator of (\ref{main}) is $2e^{d/\lambda}$, and the decay is exponential at every separation.

For $a<1$ the two ends of the range are
\begin{align}
s\ll1:\quad j_d&\simeq\frac{g^2\mu_s\lambda^2}{\sigma(1-a^2)}\,\frac1{d+2\ell},\label{inv}\\
s\gg1:\quad j_d&\simeq\frac{2g^2\mu_s}{G(1+a)^2}\,e^{-d/\lambda}.\label{exp}
\end{align}
The second line uses $\sinh s\simeq e^s/2$ and $e^{-2\ell/\lambda}=(1-a)/(1+a)$. At fixed contacts and overhang, the local exponent is
\begin{equation}
-\frac{d\ln j_d}{d\ln(d+2\ell)}=s\coth s ,
\end{equation}
which is close to 1 for $s\ll1$ and approaches $s$ for $s\gg1$. Plotted against $d$ itself, the signal has a smaller exponent, $(d/\lambda)\coth s$. A plain $1/d$ law over an extended range therefore needs $2\ell\ll d\ll\lambda$. A local exponent of 1 alone does not show such a law, because the curve can pass through that value as it steepens.

Where is the crossover? The asymptotes do not intersect: apart from a common factor they are $1/s$ and $2e^{-s}$, and $e^s/s$ has minimum value $e$, which exceeds 2. They can still be compared by their errors. The signal divided by (\ref{inv}) is $s/\sinh s<1$. Divided by (\ref{exp}) it is $e^s/(2\sinh s)>1$. The two errors are equal factors in opposite directions when the product of these ratios is 1:
\begin{equation}
s\,e^s=2\sinh^2s\quad\Rightarrow\quad s=0.975 .
\end{equation}
There the signal is $0.858$ of the inverse law. The crossover thus lies at $d+2\ell\approx\lambda$, and it is gradual.

The error of the opening exercise also follows. The decay length read from a local exponential fit is
\begin{equation}
\lambda_{\rm app}=-\left(\frac{d\ln j_d}{dd}\right)^{-1}=\lambda\tanh s .
\label{app}
\end{equation}
For $s\ll1$ it reports the shifted distance $d+2\ell$ instead of $\lambda$. To come within 5\% of $\lambda$ it needs $\tanh s>0.95$, or $d+2\ell>1.83\lambda$.

\section{Second limit: how much overhang is allowed?}

Let the contacts be so weak that $g/G\ll\tanh(L/\lambda)$. Then $a\simeq\tanh(L/\lambda)$ in the denominator of (\ref{main}). Multiplied by $\cosh^2(L/\lambda)$, that denominator becomes $\cosh(2L/\lambda)\sinh u+\sinh(2L/\lambda)\cosh u=\sinh[(d+2L)/\lambda]$, so
\begin{equation}
j_d\simeq\frac{g^2\mu_s}{G}\,\frac{\cosh^2(L/\lambda)}{\sinh[(d+2L)/\lambda]} .
\end{equation}
The distance in the hyperbolic sine is now $d+2L$, the full length of the magnet. If the contacts are moved symmetrically on a strip of fixed length, only the factor $\cosh^2(L/\lambda)$ changes, and no inverse-distance law appears. An inverse-distance range requires that whole length to be short compared with $\lambda$.

For $L\gg\lambda$, $\cosh^2(L/\lambda)\to e^{2L/\lambda}/4$ and $\sinh[(d+2L)/\lambda]\to e^{(d+2L)/\lambda}/2$, so
\begin{equation}
j_d\to\frac{g^2\mu_s}{2G}\,e^{-d/\lambda}
\label{open}
\end{equation}
even for $d\ll\lambda$. The magnons already relax in the film outside the contacts, and at a given injector potential, moving the contacts apart hardly changes the total loss. A finite-volume run with $g/G=10^{-4}$ and $L=12\lambda$ tests this: between $d=0.1\lambda$ and $0.5\lambda$ the signal falls by $e^{0.4}$ to within 0.1\%.

\section{Third limit: strong contacts and a different inverse law}

For $g\gg G$, $a\simeq g/G\gg1$ and $\ell\simeq\lambda/a\simeq\sigma/g$. With $a^2-1\simeq g^2/G^2$, the range $s\ll1$ gives
\begin{equation}
j_d\simeq\frac{G\mu_s}{s}=\frac{\sigma\mu_s}{d+2\sigma/g}
=\frac{\mu_s}{1/g+d/\sigma+1/g} .
\label{strong}
\end{equation}
This is Ohm's law for two interfaces and a magnet in series. In this range the potential falls almost linearly along the magnet, and little spin relaxes on the way. When $d\gg\sigma/g$, most of the drop lies in the magnet and not at the interfaces. This law survives in an open film, where $a=1+g/G$ is still large. For $\sigma/g\ll d\ll\lambda$ the film behind the injector then drains a share of about $d/\lambda$ of the injected spin, but at fixed $\mu_s$ this hardly changes the signal.

Both (\ref{flat}) and (\ref{strong}) vary as $1/d$ in their ranges, so distance alone does not identify the mechanism. The relaxation length does. Keep $\sigma$, $g$ and $d$ fixed, take $L=0$, start at $d=0.1\lambda$ and double $\lambda$. If $2g\lambda^2/\sigma\ll d$ both before and after the doubling, equation (\ref{flat}) predicts a gain near 4. For strong contacts (\ref{strong}) predicts 1. The finite-volume solution gives $3.98$ for $g/G=10^{-4}$ and $1.00$ for $g/G=10^4$, the ratios being those before doubling.

\section{Numbers for a garnet strip}

The example is a strip of yttrium iron garnet at 300 K with platinum contacts. Rough typical values are $\sigma=5\times10^5$ S/m, $\lambda=10$ µm and, for a clean interface, $g_s=10^{13}$ S/m$^2$. Film thickness and contact width are both 200 nm, so $g=g_s$. The contacts lie at the strip ends, so each separation needs a strip of its own length, and half a contact width counts as overhang: $L=0.1$ µm. A spin-blocking spacer is assumed to lower $g_s$ to $10^9$ S/m$^2$, a chosen value. The injector is held at $\mu_s=2$ µV.

Then $G=5\times10^5/10^{-5}=5\times10^{10}$ S/m$^2$, $g/G=0.02$ and $a=0.02+0.01=0.03$. The shift is $2\ell\simeq2a\lambda=0.6$ µm. The prefactor is
\[
\frac{g^2\mu_s}{G}=\frac{10^{18}\times2\times10^{-6}}{5\times10^{10}}=40\ \text{A/m}^2 .
\]
At $d=2$ µm, $\sinh0.2=0.2013$ and $\cosh0.2=1.0201$, so
\[
j_d=\frac{40}{1.0009\times0.2013+0.06\times1.0201}=152\ \text{A/m}^2 .
\]
The table compares three arrangements, all with the same $\mu_s$, $\sigma$ and $\lambda$; currents are in A/m$^2$.

\begin{center}
\begin{tabular}{rrrr}
$d$ (µm) & strip, spacer & open film, spacer & strip, clean\\
1 & 249 & 17.7 & $9.07\times10^5$\\
2 & 152 & 16.1 & $4.73\times10^5$\\
5 & 67.9 & 11.9 & $1.88\times10^5$\\
10 & 31.5 & 7.21 & $8.40\times10^4$\\
20 & 10.4 & 2.65 & $2.73\times10^4$\\
50 & 0.508 & 0.132 & $1.33\times10^3$
\end{tabular}
\end{center}

In the first column the inverse law (\ref{inv}) is high by about 1\% of its own value at 2 µm and by 17\% at 10 µm. At 20 µm the signal exceeds the exponential law (\ref{exp}) by 1.7\%. The errors balance at $d=9.15$ µm. For an exponential fit good to 5\%, (\ref{app}) requires $d>18.3-0.6=17.7$ µm.

The spin budget at 2 µm confirms the two mechanisms. Behind the spacer, the potential at the detector is 0.975 of that at the injector, and 92\% of the net injected spin relaxes in the film. The flat-potential estimate agrees: the film drains $\sigma(d+2L)/\lambda^2=1.1\times10^{10}$ S/m$^2$ and the detector $0.1\times10^{10}$, so the lost share is $1.1/1.2=0.92$. With clean contacts the potential ratio is 0.024 and the loss 2.3\%.

\section{What the signal costs, and where the model gives way}

The detected spin current enters platinum of thickness $t_p=10$ nm, spin diffusion length $\lambda_p=1.5$ nm, spin Hall angle $\theta=0.1$ and conductivity $\sigma_p=2\times10^6$ S/m. With no spin current at the far face, it decays as $\sinh[(t_p-z)/\lambda_p]/\sinh(t_p/\lambda_p)$. The integral of this profile over the thickness is $\lambda_p\tanh(t_p/2\lambda_p)$. At open circuit, the field times $\sigma_p$ balances the averaged spin Hall current. For contact length $l=100$ µm,
\begin{equation}
V=\frac{\theta\lambda_p\tanh(t_p/2\lambda_p)}{\sigma_pt_p}\,l\,j_d ,
\end{equation}
since $w=t$ makes the interface current density equal to $j_d$. At 2 µm this is 0.11 nV with the spacer and 354 nV with clean contacts. The thermal noise of the 25 k$\Omega$ detector, averaged for a time $t_a$ (bandwidth $1/2t_a$), equals these voltages after $1.6\times10^4$ s and 1.7 ms respectively. With the spacer, the signal thus needs hours of averaging to equal the noise at 2 µm, and about four days at 10 µm: the spin must cross two weakly conducting interfaces, and most of what enters the film relaxes there.

Platinum placed directly on garnet belongs, for the values used here, to the strong regime: $g/G=200$. The spacer conductance, $10^4$ times smaller, is far from typical of such a contact. A nonlocal device on an extended film also breaks the assumption of nearby ends. For weak contacts at 2 µm this lowers the signal from 152 to 16 A/m$^2$. For clean contacts it changes $a$ from 200 to 201, and hence the signal by about 1\%. An inverse-distance decay in such a clean device is therefore, within this model, the series-resistance law (\ref{strong}).

Other assumptions can be checked as well. A two-dimensional solution with contacts of finite width differs from (\ref{main}) by less than 0.01\% with the spacer. With clean contacts $g_st/\sigma=4$, so $\mu$ is not uniform through the thickness under the contact. The converged result is about 2.2\% lower at 1 µm, 1.2\% lower at 2 µm (1.4\% on a 20 nm grid) and 0.3\% lower at 20 µm. At 2 µm this amounts to a shift $2\ell$ of about 0.125 µm instead of 0.100 µm, and the clean column of the table carries these errors. Diffusion needs $d$ to be much longer than the mean free path. For exchange stiffness $J=8.5\times10^{-40}$ J m$^2$ and dispersion $\hbar\omega=Jk^2$, a magnon of energy $k_BT$ has speed $2\sqrt{Jk_BT}/\hbar$. With a rough scattering time of 0.1 ps it travels 3.6 nm; this estimate does not cover magnons of much lower energy.

Linear response also requires $\mu$ to stay well below the magnon gap. At 50 mT the Zeeman part of the gap is 5.8 µeV. At $d=2$ µm the electrically injected potential at the injector is 3\% of it with the spacer but 34\% with clean contacts; the heat-driven potential discussed below adds to these values. For an ideal magnon gas with a quadratic band and this gap, the excess density at 34\% is already about 10\% above its linear value. At constant scattering time the conductivity changes far less, so the series law (\ref{strong}) is little affected. Maintaining $\mu_s$ takes about 27 µA and warms the injector by an estimated amount of less than 0.1 K. The thermally driven magnon current is not included, and it is not small. An ideal magnon gas at constant scattering time has a thermopower of about $1.3\,k_B/e\approx110$ µV/K. A rough estimate for the spacer strip at 2 µm then gives a heat-driven potential of about $-1.7$ µV at the injector and $+0.9$ µV at the detector, several times the electrical 0.15 µV and a sizeable fraction of the gap. With clean contacts the two parts at the detector are comparable. Heating is even in the charge current while $\mu_s$ is odd, so reversing the current separates the two contributions, but only while the total potential stays well below the gap. The remaining values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough typical values; spacer conductance chosen)
temperature 300 K, field 50 mT
magnon spin conductivity 5.0e+05 S/m
relaxation length lam 10.0 um
film thickness 200 nm, contact width 200 nm
contact length 100 um, overhang L 0.10 um
interface conductance, spacer 1.0e+09 S/m2
interface conductance, clean Pt 1.0e+13 S/m2
injector spin accumulation 2.0 uV
Pt: spin Hall angle 0.10, spin length 1.5 nm
Pt: conductivity 2.0e+06 S/m, thickness 10 nm
DERIVED
G = sigma/lam 5.00e+10 S/m2
g/G spacer 0.0200, clean 200.0
a spacer 0.0300, clean 200.01
distance shift 2*ell: spacer 0.600 um, clean 0.100 um
equal-error crossover s 0.9746
  there j/inverse law 0.8576
  there d, spacer strip 9.15 um
signal gain on doubling lam: weak 3.981, strong 1.001
TABLE: d um | j strip A/m2 | s coth s | j/inv | j/exp
    1 | 249.1 | 1.009 | 0.9957 | 3.6513
    2 | 152.3 | 1.022 | 0.9888 | 2.4661
    5 | 67.89 | 1.102 | 0.9496 | 1.4843
   10 | 31.52 | 1.349 | 0.8347 | 1.1364
   20 | 10.37 | 2.128 | 0.5338 | 1.0165
   50 | 0.5081 | 5.060 | 0.06422 | 1.0000
  100 | 0.003424 | 10.060 | 0.0008602 | 1.0000
TABLE: d um | j open film, spacer | j strip, clean Pt (A/m2)
    1 | 17.74 | 9.072e+05
    2 | 16.05 | 4.727e+05
    5 | 11.89 | 1.878e+05
   10 | 7.213 | 8.398e+04
   20 | 2.653 | 2.729e+04
   50 | 0.1321 | 1334
  100 | 0.0008901 | 8.989
SPIN BUDGET at d = 2 um
spacer: mu(0) 0.1562 uV, mu(d)/mu(0) 0.9746
  injected 1844 A/m2, lost in film 0.9174
clean: mu(0) 1.9516 uV, mu(d)/mu(0) 0.0242
  injected 4.836e+05 A/m2, lost in film 0.0227
NEGLECTED EFFECTS
2D minus 1D, spacer: -0.007 % at 2 um, -0.007 % at 20 um
2D minus 1D, clean: -1.376 % at 2 um, -0.305 % at 20 um
exchange stiffness 8.5e-40 J m2, scattering time 0.1 ps
thermal magnon mean free path 3.6 nm
Zeeman gap 5.79 ueV; mu(0)/gap spacer 0.0270, clean 0.337
interface/Pt spin conductance: spacer 1.5e-06, clean 0.0150
injector current 26.7 uA, Pt resistance 25.0 kohm
injector heating 0.075 K (kappa 7 W/mK, depth 500 um)
spacer: detector 0.1139 nV, time to equal noise 1.6e+04 s
clean: detector 353.6 nV, time to equal noise 0.00166 s
\end{verbatim}
